\section*{Finite-bandwidth error of phonon wave-packet transmission: leading correction and its limits}

\section{A packet at a poor contact}

A packet of lattice vibrations travels through a crystal and strikes a weakly bonded contact. Part of its energy passes and part is reflected. One run of a lattice-dynamics calculation thus gives a transmitted energy fraction $T_{\rm wp}$. Heat flow through the contact, however, is described by the transmission $T(\omega)$ of a wave of a single frequency. A packet of finite length contains a band of frequencies, so the two numbers differ. How large is the difference, and at which frequency should the run be plotted?

The small parameter is the packet's bandwidth divided by the frequency scale on which $T$ varies. At leading order $T_{\rm wp}$ equals $T$ at the packet's mean frequency; the first correction is half the curvature of $T$ times the frequency variance.

The assumptions are these. The crystal is harmonic and the interface does not change in time. The packet arrives in one branch of the dispersion relation and moves entirely towards the interface. The energy count is made after scattering has finished. $T$ is smooth over the packet's band, which contains no band edge.

\section{The packet measures a spectral average}

Consider a chain of layers of mass $m$ joined by springs $K$, with displacements $u_n(t)$. Let $F=K(u_{n+1}-u_n)$ be the tension in a spring to the right of the interface. This spring exerts the force $-F$ on layer $n+1$, so the power passing to the right is $-F\dot u_{n+1}$. With $u(t)=\int \hat u(\omega)e^{-i\omega t}\,d\omega/2\pi$, Parseval's theorem gives the total transmitted energy
\begin{equation}
W=-\int F\dot u_{n+1}\,dt
=\int_0^\infty\frac{d\omega}{\pi}\,
{\rm Re}\left[i\omega \hat F^*(\omega)\hat u_{n+1}(\omega)\right].
\end{equation}
Negative frequencies contribute the same as positive ones, which turns $1/2\pi$ into $1/\pi$. The time integral has removed all products of different frequencies.

Compare this with the same packet in a chain without the interface. At each frequency the interface multiplies both $\hat u$ and $\hat F$ on the far side by the amplitude $t(\omega)$, hence the integrand by $|t|^2=T(\omega)$. If the two media differ, $T$ is defined as the ratio of energy fluxes and the conclusion is unchanged. Without the interface the whole packet crosses the plane, so the integrand is then its energy spectrum. With $e(\omega)$ the spectrum normalized to unit area,
\begin{equation}
T_{\rm wp}=\int e(\omega)T(\omega)\,d\omega .
\label{average}
\end{equation}

To find $e(\omega)$, write the incoming packet as $u_n={\rm Re}\,U_n$ with
\begin{equation}
U_n=\int_0^\pi a(k)e^{i(kn-\omega t)}dk ,
\end{equation}
where $k$ is the phase advance per layer. Since $\dot u_n=(\dot U_n+\dot U_n^*)/2$,
\begin{equation}
\sum_n\dot u_n^2=\frac12\sum_n|\dot U_n|^2
+\frac12{\rm Re}\sum_n\dot U_n^2
=\pi\int\omega^2|a|^2dk .
\end{equation}
Here $\sum_n e^{i(k-k')n}=2\pi\delta(k-k')$ was used. The second sum would need $k+k'$ to be a multiple of $2\pi$, which does not occur for a packet well inside $0<k<\pi$. The kinetic energy is therefore $(\pi m/2)\int\omega^2|a|^2dk$. For the springs, $\dot U$ is replaced by $U_{n+1}-U_n$, which brings the factor $K|e^{ik}-1|^2=4K\sin^2(k/2)$. This equals $m\omega^2$ by the equation of motion, so the potential energy is the same, and
\begin{equation}
e(\omega)\,d\omega=\frac{\omega^2|a(k)|^2dk}{\int\omega^2|a|^2dk}.
\label{weight}
\end{equation}
The factor $\omega^2$ shifts the weight to higher frequencies than the displacement amplitudes alone would suggest.

\section{Leading order and first correction}

Define the mean $\bar\omega=\int e\,\omega\,d\omega$ and the central moments $\mu_j=\int e\,(\omega-\bar\omega)^jd\omega$, with $\mu_2=\sigma_\omega^2$. Expand $T$ about $\bar\omega$ and insert the result in (\ref{average}). The linear term is $T'(\bar\omega)\mu_1$, and $\mu_1=0$ by the definition of the mean. Hence
\begin{equation}
T_{\rm wp}-T(\bar\omega)=\frac12T''(\bar\omega)\sigma_\omega^2+R,
\qquad
|R|\le\frac16\sup|T'''|\int e\,|\omega-\bar\omega|^3d\omega .
\label{main}
\end{equation}
The bound is Taylor's remainder averaged over the spectrum, with the supremum taken over the packet's band.

The correction has a simple meaning. Where $T$ is convex, the gain on one side of the mean exceeds the loss on the other and the packet reads too high. Where $T$ is concave it reads too low. A slope alone causes no error, provided that the result is assigned to the mean.

For a Gaussian packet $R$ is smaller than the bound suggests. Take
\begin{equation}
a(k)\propto e^{-(k-k_0)^2/4\sigma_k^2},\qquad \sigma_k=\frac1{2s}.
\end{equation}
Then $|a|^2$ has standard deviation $\sigma_k$, and the squared envelope in space has standard deviation $s$ layers. Let $q=k-k_0$, $v=d\omega/dk$ and $\omega''=d^2\omega/dk^2$ at $k_0$. Then
\begin{equation}
\omega-\omega_0=vq+\tfrac12\omega''q^2+\dots,\qquad
\omega^2=\omega_0^2(1+\alpha q+\dots),\quad \alpha=\frac{2v}{\omega_0}.
\end{equation}
Under the Gaussian, $\langle q^2\rangle=\sigma_k^2$, $\langle q^4\rangle=3\sigma_k^4$ and odd moments vanish. The energy weight makes the mean of $q$ equal to $\alpha\sigma_k^2$ at leading order. Therefore
\begin{equation}
\bar\omega-\omega_0=\left(\frac{2v^2}{\omega_0}+\frac{\omega''}2\right)\sigma_k^2+O(\sigma_k^4),
\qquad \sigma_\omega^2=v^2\sigma_k^2+O(\sigma_k^4).
\label{shift}
\end{equation}

For the third moment, set $M=\bar\omega-\omega_0=(v\alpha+\omega''/2)\sigma_k^2$ and cube $vq+\omega''q^2/2-M$. To fourth order,
\begin{align}
\mu_3&=v^3\alpha\langle q^4\rangle
+3v^2\left(\tfrac12\omega''\langle q^4\rangle-M\langle q^2\rangle\right)\nonumber\\
&=3v^3\alpha\sigma_k^4+3v^2\left(\tfrac32\omega''-v\alpha-\tfrac12\omega''\right)\sigma_k^4
=3v^2\omega''\sigma_k^4 .
\end{align}
The first term comes from $v^3q^3$ multiplied by the weight $\alpha q$; it cancels against the shift of the mean. Also $\mu_4=3v^4\sigma_k^4$ at this order. Adding $T'''\mu_3/6$ and $T''''\mu_4/24$,
\begin{equation}
R=\left(\frac{v^2\omega''}{2}T'''+\frac{v^4}{8}T''''\right)\sigma_k^4+\dots
\label{next}
\end{equation}
Doubling the packet length thus divides the first correction by four and the remainder by about sixteen. The estimate is good when (\ref{next}) is small compared with $T''\sigma_\omega^2/2$. Near an inflection of $T$ this fails even for a long packet: the first correction vanishes and (\ref{next}) becomes the leading error.

\section{Why the carrier is the wrong reference}

The carrier frequency $\omega_0=\omega(k_0)$ is the natural label for a run, but it differs from $\bar\omega$ by an amount of order $\sigma_k^2$. Expanding $T(\bar\omega)$ about $\omega_0$ gives
\begin{equation}
T_{\rm wp}-T(\omega_0)=
T'(\omega_0)(\bar\omega-\omega_0)+\frac12T''(\omega_0)\sigma_\omega^2+O(\sigma_k^4).
\label{carrier}
\end{equation}
Both terms scale as $\sigma_k^2$. A longer packet does not make the slope term negligible beside the curvature term, and the two may have opposite signs.

The initial velocities matter at the same order. Suppose each component is started with $\dot U=-i\omega_0U$ instead of its own $-i\omega U$. It then splits into forward and backward amplitudes $A_\pm$ with $A_++A_-=a$ and $\omega(A_+-A_-)=\omega_0a$, so
\begin{equation}
A_-=\frac a2\left(1-\frac{\omega_0}{\omega}\right)\simeq\frac{vq}{2\omega_0}\,a .
\end{equation}
A fraction of about $\sigma_\omega^2/4\omega_0^2$ of the energy moves away from the interface and is never tested by it. The forward part changes too: its energy weight is $(\omega+\omega_0)^2|a|^2/4$ instead of $\omega^2|a|^2$, which halves the term $2v^2/\omega_0$ in (\ref{shift}) and so moves the mean frequency. Starting each wavevector with its own frequency avoids both effects.

\section{A solvable weak contact}

Let all springs be $K$ except the one between layers 0 and 1, which is $K'$. With unit incident amplitude, $u_n=e^{ikn}+re^{-ikn}$ for $n\le0$ and $u_n=te^{ikn}$ for $n\ge1$. The equation of motion of layer 0 is
\begin{equation}
-m\omega^2u_0=K(u_{-1}-u_0)+K'(u_1-u_0).
\end{equation}
The left-hand solution continued to $n=1$, $\tilde u_1=e^{ik}+re^{-ik}$, obeys the same equation with $K'(u_1-u_0)$ replaced by $K(\tilde u_1-u_0)$. The two must be equal. The same argument for layer 1, with $\tilde u_0=t$, gives
\begin{equation}
K(\tilde u_1-u_0)=K'(u_1-u_0)=K(u_1-\tilde u_0).
\end{equation}
Put $z=e^{ik}$. Equating the outer members,
\begin{equation}
(z-1)+r(z^{-1}-1)=t(z-1).
\end{equation}
Since $z^{-1}-1=-(z-1)/z$, division by $z-1$ gives $r=z(1-t)$. The second equality then reads
\begin{equation}
Kt(z-1)=K'(tz-1-r)=K'(2tz-1-z).
\end{equation}
Collect $t$ and multiply by $z^{-1/2}$, writing $c=\cos(k/2)$ and $x=\sin(k/2)$:
\begin{equation}
t=\frac{2K'c}{2K'(c+ix)-2iKx}=\frac{c}{c-igx},\qquad g=\frac K{K'}-1 .
\end{equation}
From $m\omega^2=4Kx^2$, $x$ is the frequency divided by the band maximum. As $c^2=1-x^2$,
\begin{equation}
T=\frac{1-x^2}{1+Bx^2},\qquad B=g^2-1 .
\label{T}
\end{equation}
A uniform chain has $g=0$ and $T=1$. Any other finite $g$ gives $T\to1$ at low frequency, where the long wave hardly strains the contact, and $T=0$ at the band edge.

Let $D=1+Bx^2$. The quotient rule with respect to $x^2$ gives $[-D-B(1-x^2)]/D^2=-g^2/D^2$, so
\begin{align}
\frac{dT}{dx}&=-\frac{2g^2x}{D^2},\\
\frac{d^2T}{dx^2}&=-2g^2\left(\frac1{D^2}-\frac{4Bx^2}{D^3}\right)
=\frac{2g^2(3Bx^2-1)}{D^3}.
\label{curv}
\end{align}
The curvature changes sign at $x^2=1/(3B)$. This lies inside the band if $3B>1$, that is $g^2>4/3$. A narrow-band packet whose mean lies clearly below this frequency reads low; one whose mean lies clearly above it reads high.

\section{Numbers for a WSe$_2$ contact}

Layered WSe$_2$ suits this model: for motion along the stacking axis each Se--W--Se layer moves nearly as a rigid mass. Rough typical values are a lattice constant of 0.33 nm, a layer spacing of 0.65 nm and an interlayer stiffness of 90 GPa/nm. The contact stiffness, 22.5 GPa/nm, is a chosen value, so $g=4-1=3$ and $B=8$. Digits beyond the second in the results below serve to compare formulas within the model, not to describe the material. With 6.018 mg/m$^2$ per layer the band maximum is 1.231 THz.

The carrier wavelength is eight layers (5.20 nm), which gives $x_0=\sin(\pi/8)=0.3827$, or 0.471 THz. The width is $s=8$ layers, so $\sigma_k=0.0625$. In units of the band maximum $v=\frac12\cos(\pi/8)=0.462$ and $\omega''=-x_0/4$. Equation (\ref{shift}) gives
\begin{equation}
\bar x-x_0\simeq\left(\frac{2(0.462)^2}{0.3827}-\frac{0.3827}{8}\right)(0.0625)^2=0.0042,
\end{equation}
or 5.13 GHz. The full spectrum gives 5.09 GHz, a mean of 0.476 THz and a standard deviation of 35.2 GHz. At the mean, $d^2T/df^2=2.902$ THz$^{-2}$, hence
\begin{equation}
\tfrac12(2.902)(0.03522)^2=0.00180 .
\end{equation}

Packets of four widths were propagated through an 800-layer chain by its normal modes, at fixed carrier wavelength. In a test, each transmitted fraction agreed with the spectral average (\ref{average}) to within $10^{-6}$.

\begin{center}
\begin{tabular}{ccccc}
$s$ & $T_{\rm wp}$ & $T(\bar\omega)$ & actual error & estimate\\
6 & 0.38561 & 0.38250 & 0.003113 & 0.003143\\
8 & 0.38884 & 0.38705 & 0.001790 & 0.001800\\
12 & 0.39118 & 0.39037 & 0.000808 & 0.000810\\
16 & 0.39200 & 0.39154 & 0.000457 & 0.000458
\end{tabular}
\end{center}

At $s=8$ the packet reads 0.46\% above $T(\bar\omega)$, and the estimate misses this error by 0.6\% of its value. From $s=8$ to 16 the error falls by a factor of 3.9. The remainder falls by 15.8 between $s=16$ and 32, close to the sixteen expected from (\ref{next}).

The choice of reference matters more than these refinements. At the carrier $T(\omega_0)=0.39306$, so the packet lies 0.0042 \emph{below} it. Equation (\ref{carrier}) shows why: with $dT/dx=-1.461$ and $d^2T/dx^2=4.420$ at $x_0$, the slope term is $-0.0061$ and the curvature term $+0.0018$. Leaving out the factor $\omega^2$ in (\ref{weight}) would predict 0.3952 for the packet instead of 0.3888.

The curvature changes sign at $x=0.204$, or 0.251 THz. A packet with carrier $x=0.12$ and $s=40$ has an error of $-1.61\times10^{-4}$, and the estimate agrees to the digits shown.

\section{Choosing the width and correcting a run}

Set the magnitude of the first correction equal to a tolerated error $\varepsilon$. With $\sigma_\omega\simeq v/(2s)$,
\begin{equation}
\frac{|T''|v^2}{8s^2}=\varepsilon
\quad\Longrightarrow\quad
s=v\sqrt{\frac{|T''|}{8\varepsilon}} .
\end{equation}
For $\varepsilon=0.001$ this gives $s=0.462\sqrt{4.420/0.008}=10.9$ layers, or 7.1 nm; the error found at that width is 0.00098. The rule holds for a smooth $T$ away from an inflection, with the result assigned to $\bar\omega$. If it is assigned to the carrier, the error in (\ref{carrier}) sets the width instead; in this example, at $s=8$, it is more than twice as large.

The correction can also be made when $T(\omega)$ is unknown. Three runs at neighbouring carriers, plotted at their mean frequencies, determine a parabola. Its curvature differs from $T''$ by terms of order $\sigma_\omega^2$, because the packet data are themselves smoothed, and of order $h^2$ for carrier spacing $h$. Multiplied by $\sigma_\omega^2$, these are fourth-order errors if $h$ is comparable with $\sigma_\omega$. Here $s=8$ was held fixed and the carriers were spaced by 0.04 in $x$. The parabola gave 4.32 for $d^2T/dx^2$, against 4.40 from (\ref{curv}). With a variance of $8.187\times10^{-4}$ in $x$,
\begin{equation}
0.38884-\tfrac12(4.32)(8.187\times10^{-4})=0.38707 .
\end{equation}
The remaining error is $2\times10^{-5}$, against $1.8\times10^{-3}$ before correction. It is the sum of two fourth-order errors that partly cancel here: $-1.0\times10^{-5}$ from $R$ and $+3.1\times10^{-5}$ from the parabola's low curvature. The gain in another case may therefore be smaller.

\section{When the expansion fails: a narrow resonance}

Two weak bonds enclosing a slab trap waves between them and produce transmission peaks. Near a peak of unit height and half-width $\gamma$, take
\begin{equation}
T\simeq\frac1{1+(\omega-\omega_r)^2/\gamma^2},\qquad T''(\omega_r)=-\frac2{\gamma^2}.
\end{equation}
For a packet centred on the peak the estimate is $1-\sigma_\omega^2/\gamma^2$, which is negative once $\sigma_\omega>\gamma$. The true average (\ref{average}) cannot be negative. The parabola has been used where the peak has already turned into its flat wings.

With ten layers between two bonds of 22.5 GPa/nm, $s=8$ and a carrier at 0.4233 THz, next to a peak at 0.4234 THz, $T(\bar\omega)=0.884$ while the packet transmits 0.423. The curvature estimate predicts $-1.42$. The first and last of these values are sensitive to the carrier: moved onto the peak, they become 0.880 and $-1.35$, while the packet still transmits 0.423. The half-width is about 16 GHz, against a bandwidth of 36 GHz. Such a peak needs a packet whose bandwidth is well below $\gamma$, which means one much longer in space. A large predicted correction is itself a warning that the expansion is being used outside its range. A small one is no guarantee when the curvature comes from three runs, because the runs are already smoothed over the peak. Here the three-run parabola moves 0.423 only to 0.51, against $T(\bar\omega)=0.88$. With the carriers 0.03 higher in $x$ it moves 0.254 to 0.246, against $T(\bar\omega)=0.117$. The three-run correction can be trusted only where $T$ has no structure narrower than the bandwidth; repeating the run with a longer packet is one check.

\section{What the correction is worth in a real contact}

The correction removes a defect of the calculation, not of the model. The stiffness and spacing used here are rough values for WSe$_2$, and the fourfold weaker contact is an assumption. Three omissions can be sized at the mean frequency of the $s=8$ packet.

Real layers are flexible. With an internal layer mode at roughly 7.5 THz and the static stiffness held fixed, $T$ rises by 0.0018, as much as the bandwidth error.

Real bonds soften on heating. For a layer potential with repulsion $d^{-10}$ and attraction $d^{-4}$, the curvature is proportional to $440d^{-12}-200d^{-6}$ when $d=1$ is the minimum. Its logarithmic derivative there is $(-5280+1200)/240=-17$. A rough expansion coefficient of $10^{-5}$/K over 300 K then multiplies the stiffness by $1.003^{-17}=0.950$. With both springs softened equally and the frequency in THz held fixed, $T$ falls by 0.014, about eight times the bandwidth error. Here $d$ is taken as the full layer spacing. If the expansion is confined to the gap between layers, about half the spacing, the fall is roughly twice as large. Either figure applies if the stiffness describes the cold crystal; a room-temperature value already contains the softening.

Devices also break the harmonic assumption. Let the packet need a time $4s/v$ to cross, here 20.8 nm at 2322 m/s, or 9.0 ps. For an assumed energy lifetime of 50 ps it loses $1-e^{-9.0/50}=16\%$ of its energy meanwhile. That loss is not reflection, and a longer packet suffers more of it. A full run lasts longer than $4s/v$ and loses more: 47\% over $14s/v$. If the lifetime is the same at all frequencies and places, the loss cancels when the transmitted energy is divided by the energy remaining at the end rather than by the initial energy; the $s=8$ packet then still gives 0.38884. Narrowing the band competes with damping when the count is normalized to the initial energy, or when the lifetime varies across the band or between the two sides; the latter has not been sized. Oblique incidence and contact disorder have not been sized, so a corrected $T$ at normal incidence is one ingredient of a thermal boundary conductance. The complete set of values is in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
in-plane lattice constant (rough) = 0.33 nm
layer spacing (rough) = 0.65 nm
interlayer stiffness (rough) = 90.0 GPa/nm
weak-contact stiffness = 22.5 GPa/nm
g = 3.0
layer mass per area = 6.018 mg/m^2
band maximum = 1.2310 THz
carrier wavelength = 5.20 nm
packet width s = 8 layers = 5.20 nm
sigma_k = 0.0625 rad/layer
group velocity = 2322 m/s
carrier: x0 = 0.38268, frequency = 0.4711 THz
energy mean: x = 0.38682, frequency = 0.4762 THz
mean minus carrier = 5.092 GHz
leading formula for this shift = 5.133 GHz
frequency standard deviation = 35.22 GHz
variance in x = 8.1868e-04
d2T/dx2 at mean = 4.3979
d2T/df2 at mean = 2.9023 THz^-2
packet transmission = 0.388843
T at energy mean = 0.387053
actual bandwidth error = 0.001790
estimated bandwidth error = 0.001800
relative bandwidth error = 0.462 %
s(layers)  T_packet  T(mean)  actual error  estimate
   6  0.385611  0.382498  3.1125e-03  3.1432e-03
   8  0.388843  0.387053  1.7899e-03  1.8002e-03
  12  0.391176  0.390368  8.0830e-04  8.1044e-04
  16  0.391998  0.391540  4.5723e-04  4.5792e-04
remainder ratio on halving bandwidth = 15.77
T at carrier = 0.393058
error relative to carrier = -0.004215
estimate relative to carrier = -0.004248
average with displacement weights = 0.395160
inflection: x = 0.2041, f = 0.2513 THz
below inflection: x = 0.12, s = 40 layers
  actual error = -1.6116e-04, estimate = -1.6113e-04
target error = 0.0010
design width = 10.86 layers = 7.06 nm
error at design width = 0.000984
d2T/dx2 from three packet runs = 4.3226
corrected T = 0.387073, remaining error = 2.05e-05
10-layer resonator: carrier f = 0.4233 THz
  T(mean) = 0.8843, packet T = 0.4234
  packet T predicted by curvature = -1.4249
internal layer mode (rough) = 7.5 THz
change of T from flexible layers = 0.001779
expansion (rough) = 1.0e-05 1/K, warming = 300 K
stiffness exponent = 17.00
stiffness factor after warming = 0.9504
change of T from thermal softening = -0.014172
assumed lifetime = 50 ps, crossing = 8.96 ps
energy lost by damping during crossing = 16.4 %
phonon energy / thermal energy at 300 K = 0.0762
\end{verbatim}
